# Isolated-Edge Decomposition of Thick-Mask Near Fields and Its Limiting Spacing: a program that tests the result

```python
"""
Result under test: the exit field of a thick-mask slit or line is approximated by
two isolated-edge fields minus one uniform-film field. The exact remainder is
multiple scattering between the two sides. Rigorous coupled-wave solutions
locate the width at which this remainder crosses a chosen tolerance.

Lengths are in vacuum wavelengths; K0 = 2*pi; time factor exp(-i*omega*t).
E is parallel to the edges. Unit-amplitude light arrives normally from glass.
DEPTH = layer thickness, N_GLASS and N_ABS = refractive indices.
A Cell is half of a mirror-symmetric period, expanded in cosines. Optional
complex coordinate stretching at its ends absorbs laterally outgoing waves.
"""
import numpy as np
import scipy.sparse as sp
from scipy.linalg import sqrtm, expm, solve, eigh
from scipy.optimize import brentq
from scipy.sparse.linalg import spsolve

K0 = 2 * np.pi
DEPTH = 0.4
N_GLASS = 1.5
N_ABS = 1.5 + 1.5j
EPS_ABS = N_ABS**2
WAVELENGTH_NM = 193.0


def outgoing_root(q_matrix):
    """Square root with the branch cut in the lower half plane."""
    return np.exp(0.25j * np.pi) * sqrtm(-1j * q_matrix)


class Cell:
    def __init__(self, length, density, left=0.0, right=0.0, strength=1.5):
        self.length = length
        self.m = np.arange(int(round(length * density)) + 1)
        self.kappa = self.m * np.pi / length
        self.norm = np.sqrt(np.where(self.m == 0, 1.0, 2.0) / length)
        size = len(self.m)
        self.left_extra = np.zeros((size, size), complex)
        self.mass = np.eye(size, dtype=complex)
        self.stiff = np.diag(self.kappa**2).astype(complex)
        for side, thickness in (("left", left), ("right", right)):
            if thickness == 0:
                continue
            count = int(self.kappa[-1] * thickness) + 30
            node, weight = np.polynomial.legendre.leggauss(count)
            fraction = 0.5 * (node + 1)
            weight = 0.5 * thickness * weight
            if side == "left":
                x = thickness * (1 - fraction)
            else:
                x = length - thickness * (1 - fraction)
            stretch = 1 + 1j * strength * fraction**2
            cosine = np.cos(np.outer(x, self.kappa)) * self.norm
            slope = -np.sin(np.outer(x, self.kappa)) * self.norm * self.kappa
            extra = cosine.T @ ((weight * (stretch - 1))[:, None] * cosine)
            self.mass += extra
            if side == "left":
                self.left_extra = extra
            self.stiff += slope.T @ ((weight * (1 / stretch - 1))[:, None] * slope)
        lateral = solve(self.mass, self.stiff)
        identity = np.eye(size)
        self.root_glass = outgoing_root(K0**2 * N_GLASS**2 * identity - lateral)
        self.root_vacuum = outgoing_root(K0**2 * identity - lateral)

    def exit_coefficients(self, eps_left, eps_right, boundary):
        difference = self.m[:, None] - self.m[None, :]
        total = self.m[:, None] + self.m[None, :]
        ratio = boundary / self.length
        left_mass = 0.5 * boundary * (np.sinc(difference * ratio) + np.sinc(total * ratio))
        left_mass = left_mass * np.outer(self.norm, self.norm) + self.left_extra
        eps_mass = eps_right * self.mass + (eps_left - eps_right) * left_mass
        root = outgoing_root(solve(self.mass, K0**2 * eps_mass - self.stiff))
        travel = expm(1j * root * DEPTH)
        lower = solve(root + self.root_vacuum, (root - self.root_vacuum) @ travel)
        system = root + self.root_glass - (root - self.root_glass) @ travel @ lower
        incident = np.zeros(len(self.m), complex)
        incident[0] = np.sqrt(self.length)
        down = solve(system, 2 * self.root_glass @ incident)
        return travel @ down + lower @ down

    def field(self, coefficients, x):
        return (np.cos(np.outer(x, self.kappa)) * self.norm) @ coefficients


def film_field(index):
    """Multiple-reflection formula for the field at the lower film surface."""
    r_top = (N_GLASS - index) / (N_GLASS + index)
    r_bottom = (index - 1) / (index + 1)
    phase = np.exp(1j * K0 * index * DEPTH)
    t_top = 2 * N_GLASS / (N_GLASS + index)
    t_bottom = 2 * index / (index + 1)
    return t_top * t_bottom * phase / (1 + r_top * r_bottom * phase**2)


E_OPEN = film_field(1.0)
E_ABS = film_field(N_ABS)


def make_edge(cell, eps_abs=EPS_ABS):
    center = cell.length / 2
    coefficients = cell.exit_coefficients(1.0, eps_abs, center)
    return lambda u: cell.field(coefficients, center + u)


def feature_coefficients(cell, kind, width, eps_abs=EPS_ABS):
    inside, outside = (1.0, eps_abs) if kind == "slit" else (eps_abs, 1.0)
    return cell.exit_coefficients(inside, outside, width / 2)


def decomposed(edge, kind, width, x):
    if kind == "slit":
        return edge(x - width / 2) + edge(-x - width / 2) - E_OPEN
    return edge(width / 2 - x) + edge(width / 2 + x) - E_ABS


def rms(values):
    return np.sqrt(np.mean(np.abs(values)**2))


def midpoint(stop, count):
    return (np.arange(count) + 0.5) * stop / count


def rms_error(cell, edge, kind, width, eps_abs=EPS_ABS):
    x = midpoint(width / 2, 60)
    rigorous = cell.field(feature_coefficients(cell, kind, width, eps_abs), x)
    return rms(rigorous - decomposed(edge, kind, width, x)) / abs(E_OPEN)


def comparison(cell, edge, kind, width):
    coefficients = feature_coefficients(cell, kind, width)
    x = midpoint(width / 2, 60)
    rigorous = cell.field(coefficients, x)
    edge_error = rms(rigorous - decomposed(edge, kind, width, x)) / abs(E_OPEN)
    thin = E_OPEN if kind == "slit" else E_ABS
    thin_error = rms(rigorous - thin) / abs(E_OPEN)
    x = midpoint(width / 2 + 1, 240)
    rigorous = cell.field(coefficients, x)
    background = E_ABS if kind == "slit" else E_OPEN
    missing = np.mean(rigorous - decomposed(edge, kind, width, x))
    axis_error = abs(missing / np.mean(rigorous - background))
    return edge_error, thin_error, axis_error


def finite_difference(eps_x, step):
    """Direct x-z grid in the layer, with exact lateral-mode radiation terms."""
    nx, nz = len(eps_x), int(round(DEPTH / step))
    lap = np.diag(-2 * np.ones(nx)) + np.diag(np.ones(nx - 1), 1) + np.diag(np.ones(nx - 1), -1)
    lap[0, 0] = lap[-1, -1] = -1
    lap /= step**2
    kappa2, modes = eigh(-lap)

    def radiation(index):
        return (modes * np.sqrt(K0**2 * index**2 - kappa2 + 0j)) @ modes.T

    vertical = np.diag(-2 * np.ones(nz + 1)) + np.diag(np.ones(nz), 1) + np.diag(np.ones(nz), -1)
    vertical[0, 1] = vertical[-1, -2] = 2
    top, bottom = np.zeros((nz + 1, nz + 1)), np.zeros((nz + 1, nz + 1))
    top[0, 0] = bottom[-1, -1] = 1
    matrix = sp.kron(sp.csr_matrix(vertical / step**2), sp.eye(nx))
    matrix = matrix + sp.kron(sp.eye(nz + 1), sp.csr_matrix(lap + K0**2 * np.diag(eps_x)))
    matrix = matrix + sp.kron(sp.csr_matrix(top), sp.csr_matrix(2j / step * radiation(N_GLASS)))
    matrix = matrix + sp.kron(sp.csr_matrix(bottom), sp.csr_matrix(2j / step * radiation(1.0)))
    source = np.zeros(nx * (nz + 1), complex)
    source[:nx] = 4j / step * radiation(N_GLASS) @ np.ones(nx)
    return matrix.tocsc(), source


# Coupled waves against a direct grid solution of a periodic mask.
periodic = Cell(0.75, 40)
modal_orders = feature_coefficients(periodic, "slit", 0.5)[:2] / np.sqrt(0.75)
grid_orders = []
for inverse_step in (40, 80):
    step = 1 / inverse_step
    x_grid = (np.arange(int(round(0.75 / step))) + 0.5) * step
    matrix, source = finite_difference(np.where(x_grid < 0.25, 1.0, EPS_ABS), step)
    exit_grid = spsolve(matrix, source)[-len(x_grid):]
    basis = np.cos(np.outer(x_grid, periodic.kappa[:2])) * periodic.norm[:2]
    grid_orders.append(step * basis.T @ exit_grid / np.sqrt(0.75))
grid_limit = (4 * grid_orders[1] - grid_orders[0]) / 3
grid_difference = np.max(np.abs(grid_limit - modal_orders))
assert grid_difference < 4e-3, grid_difference  # second-order grid, corner error

# Remainder identity in a directly solved two-scatterer system.
step = 1 / 20
x_grid = (np.arange(25) + 0.5) * step
open_sparse, source = finite_difference(np.ones(25), step)
open_matrix = open_sparse.toarray()
repeats = len(source) // 25
left_v = np.diag(np.tile(np.where(x_grid < 0.35, K0**2 * (EPS_ABS - 1), 0), repeats))
right_v = np.diag(np.tile(np.where(x_grid > 0.85, K0**2 * (EPS_ABS - 1), 0), repeats))
field_0 = solve(open_matrix, source)
field_left = solve(open_matrix + left_v, source)
field_right = solve(open_matrix + right_v, source)
field_both = solve(open_matrix + left_v + right_v, source)
scatter_left = -solve(open_matrix + left_v, left_v)
scatter_right = -solve(open_matrix + right_v, right_v)
round_trip = scatter_left @ scatter_right
u_left = solve(np.eye(len(source)) - round_trip,
               scatter_left @ (field_0 + scatter_right @ field_0))
u_right = scatter_right @ (field_0 + u_left)
remainder = field_both - field_left - field_right + field_0
predicted = scatter_left @ u_right + scatter_right @ u_left
identity_error = np.linalg.norm(predicted - remainder) / np.linalg.norm(remainder)
assert identity_error < 1e-8, identity_error
double = round_trip @ field_0 + scatter_right @ (scatter_left @ field_0)
double_error = np.linalg.norm(double - remainder) / np.linalg.norm(remainder)
spectral_radius = np.max(np.abs(np.linalg.eigvals(round_trip)))

# Isolated-edge library and cells for complete isolated features.
edge_cell = Cell(11.0, 16, 1.5, 1.5)
feature_cell = Cell(4.0, 16, 0.0, 1.5)
edge = make_edge(edge_cell)
uniform = feature_cell.exit_coefficients(EPS_ABS, EPS_ABS, 1.0)
film_difference = np.max(np.abs(feature_cell.field(uniform, midpoint(2.5, 20)) - E_ABS))
assert film_difference < 1e-7, film_difference
near_tail = np.max(np.abs(edge(np.linspace(-1.5, -0.5, 60)) - E_OPEN)) / abs(E_OPEN)
far_tail = np.max(np.abs(edge(np.linspace(-4, -3, 60)) - E_OPEN)) / abs(E_OPEN)
dark_tail = np.max(np.abs(edge(np.linspace(3, 4, 60)) - E_ABS)) / abs(E_OPEN)
assert far_tail < near_tail and far_tail < 0.1 and dark_tail < 0.1

# Isolation by coordinate stretching against large unstretched periodic cells.
plain_cell = Cell(10.13, 16)
isolation = {}
for kind in ("slit", "line"):
    x = midpoint(1.5, 80)
    stretched = feature_cell.field(feature_coefficients(feature_cell, kind, 1.0), x)
    plain = plain_cell.field(feature_coefficients(plain_cell, kind, 1.0), x)
    isolation[kind] = rms(stretched - plain) / abs(E_OPEN)
    assert isolation[kind] < 0.03, (kind, isolation[kind])  # finite-period tails

# Weak contrast: one-edge response is first order, interaction second order.
weak_response, weak_interaction = [], []
for contrast in (0.02, 0.04):
    weak_eps = 1 + contrast * (EPS_ABS - 1)
    weak_edge = make_edge(edge_cell, weak_eps)
    weak_response.append(rms(weak_edge(np.linspace(-1, 0, 60)) - E_OPEN))
    weak_interaction.append(rms_error(feature_cell, weak_edge, "slit", 1.0, weak_eps))
response_ratio = weak_response[1] / weak_response[0]
interaction_ratio = weak_interaction[1] / weak_interaction[0]
assert 1.7 < response_ratio < 2.3, response_ratio  # higher orders remain
assert 3.2 < interaction_ratio < 4.8, interaction_ratio  # higher orders remain

# Width scan and last tolerance crossings.
widths = np.linspace(0.1, 3.0, 59)
tables, limits, crossings = {}, {}, {}
for kind in ("slit", "line"):
    table = np.array([comparison(feature_cell, edge, kind, w) for w in widths])
    tables[kind] = table
    for tolerance in (0.10, 0.05, 0.02):
        above = table[:, 0] > tolerance
        crossings[kind, tolerance] = int(np.sum(above[1:] != above[:-1]))
        indices = np.flatnonzero(above)
        limit = np.nan
        if len(indices) and indices[-1] < len(widths) - 1:
            i = indices[-1]
            limit = brentq(lambda w: rms_error(feature_cell, edge, kind, w) - tolerance,
                           widths[i], widths[i + 1], xtol=1e-4)
        limits[kind, tolerance] = limit

# Independent change of basis density, boundary thickness and stretching.
fine_edge = make_edge(Cell(11.4, 22, 1.7, 1.7, 1.8))
fine_cell = Cell(4.2, 22, 0.0, 1.7, 1.8)
refinement = 0.0
for kind in ("slit", "line"):
    for width in (0.5, 1.0, 2.0):
        coarse = rms_error(feature_cell, edge, kind, width)
        fine = rms_error(fine_cell, fine_edge, kind, width)
        refinement = max(refinement, abs(fine - coarse))
assert refinement < 3e-3, refinement  # below the smallest 0.02 tolerance

print(f"Layer thickness: {DEPTH:.3f} wavelengths")
print(f"Glass index: {N_GLASS:.3f}; absorber index: {N_ABS.real:.3f}+{N_ABS.imag:.3f}i")
print(f"Open exit amplitude: {abs(E_OPEN):.5f} (incident amplitude = 1)")
print(f"Absorber exit amplitude: {abs(E_ABS):.5f} (incident amplitude = 1)")
print(f"Absorber/open intensity ratio: {abs(E_ABS / E_OPEN)**2:.6f}")
print(f"Field amplitude at isolated edge / open: {abs(edge(np.array([0.0]))[0] / E_OPEN):.4f}")
print(f"Edge tail, open side 0.5-1.5 wavelengths, maximum/open: {near_tail:.4f}")
print(f"Edge tail, open side 3-4 wavelengths, maximum/open: {far_tail:.4f}")
print(f"Edge tail, absorber side 3-4 wavelengths, maximum/open: {dark_tail:.4f}")
print("Periodic test: period 1.5, slit 0.5 wavelengths")
for order in range(2):
    print(f"Cosine order {order}: |coupled wave| {abs(modal_orders[order]):.5f}, "
          f"|grid limit| {abs(grid_limit[order]):.5f}")
print(f"Largest complex order difference: {grid_difference:.2e}")
print(f"Remainder identity relative difference: {identity_error:.2e}")
print(f"Two-scatterer round-trip spectral radius: {spectral_radius:.4f}")
print(f"Double scattering alone, relative remainder error: {double_error:.4f}")
print(f"Contrast doubled: edge response ratio {response_ratio:.3f}")
print(f"Contrast doubled: interaction ratio {interaction_ratio:.3f}")
print(f"Stretched/plain cell rms difference/open, slit: {isolation['slit']:.2e}")
print(f"Stretched/plain cell rms difference/open, line: {isolation['line']:.2e}")
print(f"Largest error change on refinement: {refinement:.2e} (fraction of open amplitude)")
print("Errors in percent: edge rms, thin-mask rms, windowed on-axis")
for kind in ("slit", "line"):
    for width in (0.25, 0.5, 1.0, 1.5, 2.0, 3.0):
        row = tables[kind][np.argmin(np.abs(widths - width))]
        print(f"{kind}, width {width:.2f} wavelengths: "
              f"{100 * row[0]:.2f}, {100 * row[1]:.2f}, {100 * row[2]:.2f} %")
for kind in ("slit", "line"):
    for tolerance in (0.10, 0.05, 0.02):
        limit = limits[kind, tolerance]
        if np.isfinite(limit):
            description = f"{limit:.3f} wavelengths"
        elif tables[kind][-1, 0] > tolerance:
            description = "beyond scanned range"
        else:
            description = "no scanned width exceeds tolerance"
        print(f"{kind}, {100 * tolerance:.0f}% last crossing: {description}; "
              f"crossings {crossings[kind, tolerance]}")
print(f"Chosen wavelength for conversion: {WAVELENGTH_NM:.1f} nm")
for kind in ("slit", "line"):
    if np.isfinite(limits[kind, 0.05]):
        print(f"{kind}, 5% limiting width: {WAVELENGTH_NM * limits[kind, 0.05]:.1f} nm")
print("finished without a failed check")
```

Running it gives:

```
Layer thickness: 0.400 wavelengths
Glass index: 1.500; absorber index: 1.500+1.500i
Open exit amplitude: 1.20000 (incident amplitude = 1)
Absorber exit amplitude: 0.03000 (incident amplitude = 1)
Absorber/open intensity ratio: 0.000625
Field amplitude at isolated edge / open: 0.2924
Edge tail, open side 0.5-1.5 wavelengths, maximum/open: 0.2514
Edge tail, open side 3-4 wavelengths, maximum/open: 0.0377
Edge tail, absorber side 3-4 wavelengths, maximum/open: 0.0019
Periodic test: period 1.5, slit 0.5 wavelengths
Cosine order 0: |coupled wave| 0.29851, |grid limit| 0.29852
Cosine order 1: |coupled wave| 0.38668, |grid limit| 0.38670
Largest complex order difference: 3.33e-05
Remainder identity relative difference: 1.84e-14
Two-scatterer round-trip spectral radius: 0.0230
Double scattering alone, relative remainder error: 0.1939
Contrast doubled: edge response ratio 1.901
Contrast doubled: interaction ratio 3.678
Stretched/plain cell rms difference/open, slit: 4.35e-04
Stretched/plain cell rms difference/open, line: 2.72e-03
Largest error change on refinement: 1.24e-04 (fraction of open amplitude)
Errors in percent: edge rms, thin-mask rms, windowed on-axis
slit, width 0.25 wavelengths: 21.20, 95.30, 166.25 %
slit, width 0.50 wavelengths: 11.10, 78.47, 20.41 %
slit, width 1.00 wavelengths: 3.07, 41.93, 2.71 %
slit, width 1.50 wavelengths: 1.94, 42.91, 1.29 %
slit, width 2.00 wavelengths: 1.07, 32.97, 0.54 %
slit, width 3.00 wavelengths: 0.54, 27.77, 0.21 %
line, width 0.25 wavelengths: 1.28, 23.65, 1.92 %
line, width 0.50 wavelengths: 0.30, 14.93, 1.00 %
line, width 1.00 wavelengths: 0.05, 11.58, 0.26 %
line, width 1.50 wavelengths: 0.03, 9.13, 0.09 %
line, width 2.00 wavelengths: 0.02, 8.08, 0.06 %
line, width 3.00 wavelengths: 0.01, 6.57, 0.03 %
slit, 10% last crossing: 0.528 wavelengths; crossings 1
slit, 5% last crossing: 0.725 wavelengths; crossings 1
slit, 2% last crossing: 1.479 wavelengths; crossings 1
line, 10% last crossing: no scanned width exceeds tolerance; crossings 0
line, 5% last crossing: 0.123 wavelengths; crossings 1
line, 2% last crossing: 0.201 wavelengths; crossings 1
Chosen wavelength for conversion: 193.0 nm
slit, 5% limiting width: 139.8 nm
line, 5% limiting width: 23.7 nm
finished without a failed check
```
